# Andreev Levels of a Resonant Level between Two Superconductors: a program that tests the result

```python
"""
Andreev levels of a noninteracting resonant level between two superconductors.
Result under test: the levels inside the gap are a single pair +E, -E with
    E^2 (1 + Gamma/s)^2 = eps0^2 + Gamma^2 Delta^2 cos^2(phi/2) / s^2,
    s = sqrt(Delta^2 - E^2),
and on resonance (eps0 = 0) E goes from Gamma |cos(phi/2)| (Gamma << Delta)
to Delta |cos(phi/2)| (Gamma >> Delta).
Delta: gap; phi: phase difference; eps0: dot level from the Fermi energy;
Gamma: total half width of the normal resonance, the sum over both leads of
pi * (density of states) * (tunnel amplitude)^2.
All functions use energies in units of Delta; the example converts to meV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

PI = np.pi


def level_from_equation(gamma, phi, eps0=0.0):
    """Root of the level equation, with E = cos(eta) and s = sin(eta)."""
    sin2 = np.sin(phi / 2) ** 2

    def mismatch(eta):
        s, energy = np.sin(eta), np.cos(eta)
        return (energy**2 * (1 + 2 * gamma / s)
                + gamma**2 * (sin2 / s**2 - 1) - eps0**2)

    if mismatch(PI / 2) >= 0:      # the root sits at zero energy
        return 0.0
    eta = brentq(mismatch, 1e-7, PI / 2, xtol=1e-15, rtol=1e-14, maxiter=500)
    return np.cos(eta)


def dot_weight(gamma, phi):
    """Dot weight Z of the resonant bound state, from the Green function."""
    energy = level_from_equation(gamma, phi)
    s = np.sqrt(1 - energy**2)
    return s**2 / (s**2 + gamma * s - energy**2)


def pair_amplitude(gamma, phi):
    """Dot pair amplitude F on resonance, integral over imaginary frequency."""
    def integrand(x):
        root = np.sqrt(1 + x * x)
        a = 1 + gamma / root
        b = gamma * abs(np.cos(phi / 2)) / root
        return b / (x * x * a * a + b * b) / PI
    return quad(integrand, 0, 1, limit=200)[0] + quad(integrand, 1, np.inf,
                                                      limit=200)[0]


def diagonalize_bdg(normal, pairing):
    """Spectrum, lowest positive level, its weight and F on orbital 0."""
    n = len(pairing)
    gap_block = np.diag(pairing)
    matrix = np.block([[normal, gap_block], [gap_block.conj(), -normal]])
    energies, states = np.linalg.eigh(matrix)
    weight = abs(states[0, n]) ** 2 + abs(states[n, n]) ** 2
    pair = abs(np.sum(states[0, :n] * states[n, :n].conj()))
    return energies, energies[n], weight, pair


def junction(gamma, phi, eps0=0.0, asymmetry=0.0, second_level=None):
    """Dot with explicit lead levels xi = sinh(u) on a uniform grid of u.

    second_level: energy of a further dot level with opposite parity,
    that is, with the opposite sign of its coupling to the right lead."""
    step = 0.15
    half = int(np.arcsinh(3e4) / step)
    u = (np.arange(-half, half) + 0.5) * step
    xi, spacing = np.sinh(u), np.cosh(u) * step
    dots = [eps0] if second_level is None else [eps0, second_level]
    nd, nk = len(dots), len(u)
    normal = np.diag(np.concatenate([dots, xi, xi]))
    left = np.sqrt(gamma * (1 + asymmetry) / 2 * spacing / PI)
    right = np.sqrt(gamma * (1 - asymmetry) / 2 * spacing / PI)
    for j in range(nd):
        coupling = np.concatenate([left, right * (-1) ** j])
        normal[j, nd:] = coupling
        normal[nd:, j] = coupling
    pairing = np.concatenate([np.zeros(nd), np.full(nk, np.exp(0.5j * phi)),
                              np.full(nk, np.exp(-0.5j * phi))])
    return diagonalize_bdg(normal, pairing)


# ---- level equation and number of levels against explicit leads
worst = 0.0
for gamma, phi, eps0 in [(0.1, 0.0, 0.0), (1.0, 1.0, 0.0), (10.0, 0.0, 0.0),
                         (1.0, 2.2, 0.7), (0.3, 2.0, -0.5), (30.0, 2.0, 20.0)]:
    energies, lowest, _, _ = junction(gamma, phi, eps0)
    worst = max(worst, abs(lowest - level_from_equation(gamma, phi, eps0)))
    assert np.sum((energies > 0) & (energies < 1)) == 1
# the finite band and the discrete lead levels limit the agreement
assert worst < 1e-4
assert abs(junction(1.0, PI)[1]) < 1e-6

# ---- bounds and growth with Gamma on resonance
gammas = np.logspace(-2, 2, 13)
for phi in np.linspace(0, 2.9, 7):
    c = np.cos(phi / 2)
    found = np.array([level_from_equation(g, phi) for g in gammas])
    assert np.all(found > gammas * c / (1 + gammas))
    assert np.all(found < np.minimum(gammas, 1) * c)
    assert np.all(np.diff(found) > 0)

# ---- leading corrections in both limits; tolerances cover the next order
for phi in (0.6, 1.5, 2.5):
    c, sine = np.cos(phi / 2), np.sin(phi / 2)
    assert abs(level_from_equation(1e-3, phi) / (1e-3 * c) - (1 - 1e-3)) < 5e-6
    assert abs((1 - level_from_equation(1e3, phi) / c) * 1e3 - sine) < 5e-3
    transmission = 1e3**2 / (1e3**2 + 700.0**2)
    assert abs(level_from_equation(1e3, phi, 700.0)
               - np.sqrt(1 - transmission * sine**2)) < 2e-3
assert abs((1 - level_from_equation(1e3, 0.0)) * 1e6 / 2 - 1) < 1e-2


# ---- first-order effect of repulsion: many-body dot with two lead sites
def many_body_gap(repulsion, hopping, phi):
    """Lowest odd minus lowest even energy, modes ordered (site, spin)."""
    lower, sign = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
    ops = []
    for mode in range(6):
        op = np.eye(1)
        for k in range(6):
            factor = sign if k < mode else lower if k == mode else np.eye(2)
            op = np.kron(op, factor)
        ops.append(op)
    one = np.eye(64)
    number = [op.T @ op for op in ops]
    ham = repulsion * (number[0] - one / 2) @ (number[1] - one / 2) + 0j
    for site, phase in ((1, phi / 2), (2, -phi / 2)):
        for spin in (0, 1):
            hop = hopping * ops[spin].T @ ops[2 * site + spin]
            ham += hop + hop.T
        pair = np.exp(1j * phase) * ops[2 * site].T @ ops[2 * site + 1].T
        ham += pair + pair.conj().T
    count = np.rint(np.diag(sum(number))).astype(int)
    ground = []
    for parity in (0, 1):
        keep = np.where(count % 2 == parity)[0]
        ground.append(np.linalg.eigvalsh(ham[np.ix_(keep, keep)])[0])
    return ground[1] - ground[0]


hop, phi_small, du = 0.4, 1.2, 1e-3
normal_small = np.array([[0, hop, hop], [hop, 0, 0], [hop, 0, 0]])
pairing_small = np.array([0, np.exp(0.5j * phi_small),
                          np.exp(-0.5j * phi_small)])
_, e_small, z_small, f_small = diagonalize_bdg(normal_small, pairing_small)
assert abs(many_body_gap(0.0, hop, phi_small) - e_small) < 1e-10
slope = (many_body_gap(du, hop, phi_small)
         - many_body_gap(-du, hop, phi_small)) / (2 * du)
assert abs(slope + z_small * f_small) < 1e-5

# ---- worked example: InAs nanowire dot with Al contacts, rough values
gap, charging, level_spacing, temperature = 0.2, 2.0, 4.0, 0.050
mev_to_ghz = 1e-3 * constants.e / constants.h / 1e9
kt = constants.k * temperature / constants.e * 1e3
print(f"gap Delta = {gap:.3f} meV = {gap * mev_to_ghz:.2f} GHz")
print(f"charging energy U = {charging:.1f} meV")
print(f"dot level spacing = {level_spacing:.1f} meV")
print(f"temperature = {temperature * 1e3:.0f} mK, kT = {kt:.5f} meV")
print(f"largest error of level equation vs explicit leads = {worst:.1e} Delta")
print(f"two-site check: dE/dU many-body = {slope:.6f}, "
      f"-Z F = {-z_small * f_small:.6f}")
for width in (0.02, 0.2, 2.0):
    g = width / gap
    print(f"--- Gamma = {width:.2f} meV, Gamma/Delta = {g:.1f}")
    for name, phi in (("0", 0.0), ("pi/2", PI / 2)):
        c = np.cos(phi / 2)
        e = level_from_equation(g, phi)
        print(f"phi={name}: E = {e * gap:.5f} meV = "
              f"{e * gap * mev_to_ghz:.2f} GHz, "
              f"s = {np.sqrt(1 - e * e) * gap:.5f} meV")
        print(f"  Gamma cos = {width * c:.5f}, Delta cos = {gap * c:.5f}, "
              f"lower bound = {width * c / (1 + g):.5f} meV")
    _, e_bdg, z_bdg, f_bdg = junction(g, PI / 2)
    z, f = dot_weight(g, PI / 2), pair_amplitude(g, PI / 2)
    assert abs(e_bdg - e) < 1e-4
    assert abs(z_bdg - z) < 5e-4 and abs(f_bdg - f) < 5e-4
    print(f"phi=pi/2: explicit-lead E = {e_bdg * gap:.5f} meV, "
          f"Z = {z:.4f}, F = {f:.4f}")
    print(f"  first-order repulsion shift = {-charging * z * f:.4f} meV, "
          f"U/(pi Gamma) = {charging / (PI * width):.2f}")
    print(f"  U that would cancel E at first order = {e * gap / (z * f):.3f} meV")
    print(f"  thermal occupation of level = "
          f"{1 / (np.exp(e * gap / kt) + 1):.2e}")
    e_asym = junction(g, PI, asymmetry=0.1)[1] * gap
    e_two = junction(g, PI, second_level=level_spacing / gap)[1] * gap
    print(f"phi=pi: E with 10% asymmetry (GL-GR)/Gamma = {e_asym:.5f} meV")
    print(f"phi=pi: E with second dot level = {e_two:.5f} meV")
detuning = 0.1
e_off = level_from_equation(1.0, PI, detuning / gap) * gap
print(f"Gamma = {gap:.2f} meV, eps0 = {detuning:.2f} meV, phi=pi: "
      f"E = {e_off:.5f} meV")
print("OK")
```

Output:

```
gap Delta = 0.200 meV = 48.36 GHz
charging energy U = 2.0 meV
dot level spacing = 4.0 meV
temperature = 50 mK, kT = 0.00431 meV
largest error of level equation vs explicit leads = 2.0e-05 Delta
two-site check: dE/dU many-body = -0.271017, -Z F = -0.271017
--- Gamma = 0.02 meV, Gamma/Delta = 0.1
phi=0: E = 0.01825 meV = 4.41 GHz, s = 0.19917 meV
  Gamma cos = 0.02000, Delta cos = 0.20000, lower bound = 0.01818 meV
phi=pi/2: E = 0.01288 meV = 3.11 GHz, s = 0.19958 meV
  Gamma cos = 0.01414, Delta cos = 0.14142, lower bound = 0.01286 meV
phi=pi/2: explicit-lead E = 0.01288 meV, Z = 0.9124, F = 0.4394
  first-order repulsion shift = -0.8018 meV, U/(pi Gamma) = 31.83
  U that would cancel E at first order = 0.032 meV
  thermal occupation of level = 4.79e-02
phi=pi: E with 10% asymmetry (GL-GR)/Gamma = 0.00182 meV
phi=pi: E with second dot level = 0.00009 meV
--- Gamma = 0.20 meV, Gamma/Delta = 1.0
phi=0: E = 0.10874 meV = 26.29 GHz, s = 0.16786 meV
  Gamma cos = 0.20000, Delta cos = 0.20000, lower bound = 0.10000 meV
phi=pi/2: E = 0.07326 meV = 17.71 GHz, s = 0.18610 meV
  Gamma cos = 0.14142, Delta cos = 0.14142, lower bound = 0.07071 meV
phi=pi/2: explicit-lead E = 0.07326 meV, Z = 0.5209, F = 0.2402
  first-order repulsion shift = -0.2503 meV, U/(pi Gamma) = 3.18
  U that would cancel E at first order = 0.585 meV
  thermal occupation of level = 4.13e-08
phi=pi: E with 10% asymmetry (GL-GR)/Gamma = 0.01001 meV
phi=pi: E with second dot level = 0.00499 meV
--- Gamma = 2.00 meV, Gamma/Delta = 10.0
phi=0: E = 0.19619 meV = 47.44 GHz, s = 0.03886 meV
  Gamma cos = 2.00000, Delta cos = 0.20000, lower bound = 0.18182 meV
phi=pi/2: E = 0.13151 meV = 31.80 GHz, s = 0.15068 meV
  Gamma cos = 1.41421, Delta cos = 0.14142, lower bound = 0.12856 meV
phi=pi/2: explicit-lead E = 0.13151 meV, Z = 0.0740, F = 0.0648
  first-order repulsion shift = -0.0096 meV, U/(pi Gamma) = 0.32
  U that would cancel E at first order = 27.441 meV
  thermal occupation of level = 5.55e-14
phi=pi: E with 10% asymmetry (GL-GR)/Gamma = 0.01819 meV
phi=pi: E with second dot level = 0.08070 meV
Gamma = 0.20 meV, eps0 = 0.10 meV, phi=pi: E = 0.04922 meV
OK
```
